# The Zemach Correction to the Hydrogen Hyperfine Splitting from the Dirac Equation: a program that tests the result

```python
# Result under test: a static nucleus with charge density rho_E and
# magnetization density rho_M changes the s-state hyperfine splitting by
#     delta = -2 Z alpha m r_Z   (hbar = c = 1),
#     r_Z = double integral of rho_E(r) rho_M(r') |r - r'|.
# g, f: upper and lower Dirac radial functions; V: electron potential energy;
# M(r): magnetization fraction inside r; U(r): integral of rho_E |r - r'|.
# Exponential density: rho = k^3 exp(-k r)/(8 pi), rms radius sqrt(12)/k.
# The Dirac calculation uses hbar = c = electron mass = 1.
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import spherical_jn


def enclosed_fraction(r, k):
    x = k * r
    return 1 - math.exp(-x) * (1 + x + x * x / 2)


def unit_potential(r, k):
    x = k * r
    return (1 - math.exp(-x) * (1 + x / 2)) / r


def slope_of_U(r, k):
    x = k * r
    if x < 1e-3:
        return x / 3
    return 1 - 4 / x**2 + math.exp(-x) * (4 / x**2 + 4 / x + 1)


def zemach_coordinate(k_e, k_m):
    """Direct integral over both radii and the angle between them."""
    x, w = np.polynomial.laguerre.laggauss(60)
    c, wc = np.polynomial.legendre.leggauss(200)
    p = w * x**2 / 2
    a = (x / k_e)[:, None, None]
    b = (x / k_m)[None, :, None]
    dist = np.sqrt(np.maximum(a * a + b * b - 2 * a * b * c, 0))
    return float(np.einsum('i,j,k,ijk->', p, p, wc / 2, dist))


def zemach_momentum(form_e, form_m, q_max=60.0):
    """Momentum integral; lengths in units of an rms radius near one."""
    x, w = np.polynomial.legendre.leggauss(600)
    q = q_max * (x + 1) / 2
    body = np.sum(w * (1 - form_e(q) * form_m(q)) / q**2) * q_max / 2
    return float(4 / math.pi * (body + 1 / q_max))


def dipole(rms):
    return lambda q: (1 + (q * rms)**2 / 12)**-2


def gaussian(q):
    return np.exp(-q**2 / 6)


def uniform(q):
    x = q * math.sqrt(5 / 3)
    return 3 * spherical_jn(1, x) / x


def dirac_shift(za, k_e, k_m):
    """Relative change of the 1s hyperfine integral, extended vs point."""
    gamma = math.sqrt(1 - za * za)
    eps_point = -za * za / (1 + gamma)
    t_start = math.log(1e-4 / max(k_e, k_m))
    t_match = math.log(1 / za)
    t_end = math.log(25 / za)

    def solve(eps):
        def rhs(t, y):
            r = math.exp(t)
            v = -za * unit_potential(r, k_e)
            g, f = y[0], y[1]
            return [-r * (2 + eps - v) * f,
                    -2 * f + r * (eps - v) * g,
                    r**3 * (g * g + f * f),
                    r * g * f * enclosed_fraction(r, k_m)]
        r0 = math.exp(t_start)
        opts = dict(method='DOP853', rtol=1e-11, atol=1e-18)
        out = solve_ivp(rhs, (t_start, t_match),
                        [1.0, za * k_e * r0 / 6, 0.0, 0.0], **opts).y[:, -1]
        decay = math.sqrt(-eps * (2 + eps))
        inn = solve_ivp(rhs, (t_end, t_match),
                        [1.0, decay / (2 + eps), 0.0, 0.0], **opts).y[:, -1]
        return out, inn

    def mismatch(eps):
        out, inn = solve(eps)
        return (out[1] / out[0] - inn[1] / inn[0]) / za

    eps = brentq(mismatch, eps_point * (1 + 1e-4), eps_point * (1 - 1e-4),
                 xtol=1e-19, rtol=1e-13)
    out, inn = solve(eps)
    scale = (out[0] / inn[0])**2
    norm = out[2] - scale * inn[2]
    hyperfine = out[3] - scale * inn[3]
    point = za**3 / (gamma * (2 * gamma - 1))
    return hyperfine / norm / point - 1


# Angular average of i [sigma.(mu x n), sigma.n] for mu along z
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
mu = np.array([0.0, 0.0, 1.0])
average = np.zeros((2, 2), complex)
cosines, weights = np.polynomial.legendre.leggauss(8)
for cth, wth in zip(cosines, weights):
    for phi in 2 * math.pi * np.arange(8) / 8:
        sth = math.sqrt(1 - cth**2)
        n = np.array([sth * math.cos(phi), sth * math.sin(phi), cth])
        sa = np.einsum('i,ijk->jk', np.cross(mu, n), pauli)
        sn = np.einsum('i,ijk->jk', n, pauli)
        average += wth / 16 * 1j * (sa @ sn - sn @ sa)
assert np.allclose(average, 4 / 3 * pauli[2], atol=1e-12)

# Potential and enclosed fraction from the density itself
for r in (0.3, 1.0, 4.0):
    k = 1.7
    shell = lambda s: k**3 * s * s * math.exp(-k * s) / 2
    inside = quad(shell, 0, r)[0]
    outside = quad(lambda s: shell(s) / s, r, np.inf)[0]
    assert abs(inside - enclosed_fraction(r, k)) < 1e-9
    assert abs(inside / r + outside - unit_potential(r, k)) < 1e-8

# Zemach radius by independent roads, rms charge radius = 1
k1 = math.sqrt(12)
coef_exp = 35 / (8 * k1)
coef_gauss = 4 / math.sqrt(3 * math.pi)
coef_uniform = 36 / 35 * math.sqrt(5 / 3)
direct_exp = zemach_coordinate(k1, k1)
assert abs(direct_exp / coef_exp - 1) < 1e-4
assert abs(zemach_momentum(dipole(1), dipole(1)) / coef_exp - 1) < 1e-6
assert abs(zemach_momentum(gaussian, gaussian) / coef_gauss - 1) < 1e-6
assert abs(zemach_momentum(uniform, uniform) / coef_uniform - 1) < 1e-6
for ratio in (0.6, 1.0, 1.5):
    by_momentum = zemach_momentum(dipole(1), dipole(ratio))
    by_space = zemach_coordinate(k1, k1 / ratio)
    integrand = lambda r: (enclosed_fraction(r, k1 / ratio)
                           * slope_of_U(r, k1) - 1)
    by_lower = -(quad(integrand, 0, 5, limit=200)[0]
                 + quad(integrand, 5, np.inf, limit=200)[0])
    assert abs(by_space / by_momentum - 1) < 1e-4
    assert abs(by_lower / by_momentum - 1) < 1e-5

# Hydrogen input
alpha = const.fine_structure
m_e, m_p = const.m_e, const.m_p
m_red = m_e * m_p / (m_e + m_p)
compton = const.hbar / (m_e * const.c)
a0 = const.physical_constants['Bohr radius'][0]
r_p = const.physical_constants['proton rms charge radius'][0]
mu_p = const.physical_constants['proton mag. mom.'][0]
mu_b = const.physical_constants['Bohr magneton'][0]
r_z = coef_exp * r_p
to_ppm = -2e6 * alpha * m_red * const.c / const.hbar
delta = to_ppm * r_z
delta_static = -2e6 * alpha * r_z / compton

# Fermi splitting from the contact interaction and from the Rydberg form
a_red = a0 * m_e / m_red
density0 = 1 / (math.pi * a_red**3)
fermi = 8 / 3 * const.mu_0 * mu_b * mu_p * density0 / const.h
fermi_rydberg = (16 / 3 * alpha**2 * const.c * const.Rydberg
                 * mu_p / mu_b * (m_red / m_e)**3)
assert abs(fermi / fermi_rydberg - 1) < 1e-7

# Full Dirac eigenvalue problem: (Z, size factor, magnetic/charge rms ratio)
# Tolerances allow the omitted (Z alpha)^2 log and second-order size terms.
cases = [(1, 1, 1.0, 4e-3), (1, 4, 1.0, 6e-3),
         (1, 1, 1.5, 4e-3), (3, 1, 1.0, 2e-2)]
dirac_rows = []
for Z, size, ratio, tolerance in cases:
    rms = size * r_p / compton
    numeric = dirac_shift(Z * alpha, k1 / rms, k1 / (rms * ratio))
    radius = rms * zemach_momentum(dipole(1), dipole(ratio))
    formula = -2 * Z * alpha * radius
    assert abs(numeric / formula - 1) < tolerance, (numeric, formula)
    dirac_rows.append((Z, size, ratio, 1e6 * numeric, 1e6 * formula))

# How firmly the estimate stands
delta_gauss = to_ppm * coef_gauss * r_p
delta_uniform = to_ppm * coef_uniform * r_p
delta_small = to_ppm * r_p * zemach_momentum(dipole(1), dipole(0.9))
delta_large = to_ppm * r_p * zemach_momentum(dipole(1), dipole(1.1))
for value in (delta, delta_gauss, delta_uniform, delta_small, delta_large):
    assert -44 < value < -36
depth = alpha * const.hbar * const.c * k1 / r_p / 2 / const.e / 1e6
pair = 2 * m_e * const.c**2 / const.e / 1e6
assert depth > pair and r_p < compton / 100

print(f"proton rms charge radius (input): {r_p*1e15:.4f} fm")
print(f"exponential range parameter k: {k1/(r_p*1e15):.4f} 1/fm")
print(f"reduced Compton wavelength: {compton*1e15:.2f} fm")
print(f"Bohr radius, reduced mass: {a_red*1e15:.1f} fm")
print(f"fine-structure constant: {alpha:.8f}")
print(f"reduced mass / electron mass: {m_red/m_e:.7f}")
print(f"depth of potential at centre: {depth:.3f} MeV")
print(f"twice electron rest energy: {pair:.3f} MeV")
print(f"r_Z / rms radius, exponential: {coef_exp:.5f}")
print(f"same, direct space integral: {direct_exp:.5f}")
print(f"r_Z / rms radius, Gaussian: {coef_gauss:.5f}")
print(f"r_Z / rms radius, uniform: {coef_uniform:.5f}")
print(f"Zemach radius, exponential: {r_z*1e15:.4f} fm")
print(f"delta, reduced mass: {delta:.2f} ppm")
print(f"delta, electron mass: {delta_static:.2f} ppm")
print(f"delta, Gaussian densities: {delta_gauss:.2f} ppm")
print(f"delta, uniform densities: {delta_uniform:.2f} ppm")
print(f"delta, magnetic radius -10%: {delta_small:.2f} ppm")
print(f"delta, magnetic radius +10%: {delta_large:.2f} ppm")
print(f"Fermi splitting: {fermi/1e6:.3f} MHz")
print(f"Zemach shift of splitting: {fermi*delta*1e-6/1e3:.2f} kHz")
print("Dirac eigenvalue test, electron mass, shifts in ppm:")
for Z, size, ratio, numeric, formula in dirac_rows:
    print(f"Z={Z} size x{size} r_M/r_E={ratio}: "
          f"Dirac {numeric:.3f}, formula {formula:.3f}")
print("all good")
```

It prints:

```
proton rms charge radius (input): 0.8407 fm
exponential range parameter k: 4.1203 1/fm
reduced Compton wavelength: 386.16 fm
Bohr radius, reduced mass: 52946.5 fm
fine-structure constant: 0.00729735
reduced mass / electron mass: 0.9994557
depth of potential at centre: 2.967 MeV
twice electron rest energy: 1.022 MeV
r_Z / rms radius, exponential: 1.26295
same, direct space integral: 1.26295
r_Z / rms radius, Gaussian: 1.30294
r_Z / rms radius, uniform: 1.32788
Zemach radius, exponential: 1.0618 fm
delta, reduced mass: -40.11 ppm
delta, electron mass: -40.13 ppm
delta, Gaussian densities: -41.38 ppm
delta, uniform densities: -42.17 ppm
delta, magnetic radius -10%: -38.15 ppm
delta, magnetic radius +10%: -42.15 ppm
Fermi splitting: 1418.840 MHz
Zemach shift of splitting: -56.91 kHz
Dirac eigenvalue test, electron mass, shifts in ppm:
Z=1 size x1 r_M/r_E=1.0: Dirac -40.157, formula -40.131
Z=1 size x4 r_M/r_E=1.0: Dirac -160.645, formula -160.525
Z=1 size x1 r_M/r_E=1.5: Dirac -50.995, formula -50.964
Z=3 size x1 r_M/r_E=1.0: Dirac -120.975, formula -120.394
all good
```
